# Donor number and its counting fluctuation in a nanowire source extension: a program that tests the result

```python
# Result under test: a small doped volume holds on average n = N_D*A*L donors,
# and independent placement gives a relative counting fluctuation 1/sqrt(n).
# N_D: donor concentration, A: cross-section area, L: length of the extension,
# n: mean donor number, p: probability that one lattice site holds a donor.
# Also sized: roll-off, activation, size variation, donor repulsion and
# interface charge. Lengths are in nm and concentrations in nm^-3 internally.
import numpy as np
from scipy import constants
from scipy.spatial import cKDTree
from scipy.stats import binom, poisson

rng = np.random.default_rng(20)
per_cm3_to_per_nm3 = (constants.nano / constants.centi) ** 3
per_cm2_to_per_nm2 = (constants.nano / constants.centi) ** 2

doping_cm3 = 1e20
site_density_cm3 = 5e22          # rough value for silicon
size = np.array([4.0, 4.0, 5.0])
density = doping_cm3 * per_cm3_to_per_nm3
volume = size.prod()
mean_number = density * volume
sigma = np.sqrt(mean_number)
relative = 1 / np.sqrt(mean_number)
counts = np.arange(121)
poisson_law = poisson.pmf(counts, mean_number)


def moments(law):
    mean = np.sum(counts * law)
    return mean, np.sum((counts - mean) ** 2 * law)


def distance(law_a, law_b):
    """Total variation distance between two counting laws."""
    return 0.5 * np.sum(np.abs(law_a - law_b))


def lattice_law(site_probabilities):
    """Build the law of the donor count by adding one site at a time."""
    law = np.zeros(len(counts))
    law[0] = 1.0
    for p in site_probabilities:
        law[1:] = law[1:] * (1 - p) + law[:-1] * p
        law[0] *= 1 - p
    return law


# Random donors in a large block, counted in extension-sized cells.
cells_per_side = 40
cell_total = cells_per_side ** 3
block = size * cells_per_side
donor_total = int(round(density * block.prod()))


def count_in_cells(positions):
    index = np.floor(positions / size).astype(int)
    index = np.minimum(index, cells_per_side - 1)
    flat = np.ravel_multi_index(index.T, (cells_per_side,) * 3)
    return np.bincount(flat, minlength=cell_total)


positions = rng.random((donor_total, 3)) * block
cell_counts = count_in_cells(positions)
sampled_relative = cell_counts.std() / cell_counts.mean()
sampled_law = np.bincount(cell_counts, minlength=len(counts)) / cell_total
# Sampling error of the standard deviation is about 0.3 percent here.
assert abs(sampled_relative / relative - 1) < 0.015
assert distance(sampled_law, poisson_law) < 0.02

# Merge 2 by 2 by 2 cells to test the scaling with size.
half = cells_per_side // 2
merged = cell_counts.reshape(half, 2, half, 2, half, 2).sum(axis=(1, 3, 5))
merged_relative = merged.std() / merged.mean()
double_relative = 1 / np.sqrt(density * (2 * size).prod())
# With 8000 merged cells the sampling error is about 0.8 percent.
assert abs(merged_relative / double_relative - 1) < 0.04

# Finite lattice: independent sites with equal filling probability.
site_number = int(round(site_density_cm3 * per_cm3_to_per_nm3 * volume))
filling = mean_number / site_number
uniform_law = lattice_law(np.full(site_number, filling))
lattice_mean, lattice_variance = moments(uniform_law)
assert abs(lattice_mean - mean_number) < 1e-8
assert abs(lattice_variance - mean_number * (1 - filling)) < 1e-8
lattice_distance = distance(uniform_law, poisson_law)
assert lattice_distance < filling
lattice_relative = np.sqrt(lattice_variance) / lattice_mean
empty_probability = np.exp(-mean_number)
# The finite lattice lowers the empty probability by slightly under 1 percent.
assert abs(uniform_law[0] / empty_probability - 1) < 0.01
middle_probability = poisson_law[6:11].sum()
wide_probability = poisson_law[3:15].sum()

# Doping roll-off near the channel end.
decay, tail = 1.0, 2.0
area = size[0] * size[1]
graded_mean = density * area * (
    size[2] - tail + decay * (1 - np.exp(-tail / decay)))
layers = 50
layer_z = (np.arange(layers) + 0.5) * size[2] / layers
profile = np.exp(-np.maximum(layer_z - (size[2] - tail), 0) / decay)
graded_sites = np.repeat(filling * profile, site_number // layers)
graded_law = lattice_law(graded_sites)
sum_mean, sum_variance = moments(graded_law)
# The layer sum differs from the integral by the midpoint-rule error.
assert abs(sum_mean / graded_mean - 1) < 1e-3
assert abs(sum_variance - (sum_mean - np.sum(graded_sites ** 2))) < 1e-8
assert distance(graded_law, poisson.pmf(counts, graded_mean)) < 0.003
graded_relative = 1 / np.sqrt(graded_mean)

# Partial activation: sum over every possible total donor count.
active_fraction = 0.7
active_law = np.array([
    np.sum(poisson_law * binom.pmf(k, counts, active_fraction))
    for k in counts])
active_mean = active_fraction * mean_number
assert distance(active_law, poisson.pmf(counts, active_mean)) < 1e-9
active_relative = 1 / np.sqrt(active_mean)
combined_mean = active_fraction * graded_mean
combined_relative = 1 / np.sqrt(combined_mean)

# Device-to-device size variation, integrated over the three dimensions.
size_sigma = np.array([0.3, 0.3, 0.5])
volume_spread = np.sqrt(np.prod(1 + (size_sigma / size) ** 2) - 1)
varied_relative = np.sqrt(1 / mean_number + volume_spread ** 2)
nodes, weights = np.polynomial.hermite.hermgauss(10)
weights = weights / np.sqrt(np.pi)
axes = [size[i] + np.sqrt(2) * size_sigma[i] * nodes for i in range(3)]
volumes = np.einsum('i,j,k->ijk', *axes).ravel()
volume_weights = np.einsum('i,j,k->ijk', weights, weights, weights).ravel()
mixed_law = volume_weights @ poisson.pmf(
    counts[None, :], density * volumes[:, None])
mixed_mean, mixed_variance = moments(mixed_law)
assert abs(np.sqrt(mixed_variance) / mixed_mean - varied_relative) < 1e-7

# Donor repulsion represented by a minimum spacing.
spacing = 0.5
face_sum = size[0] * size[1] + size[1] * size[2] + size[2] * size[0]
pair_integral = (volume * 4 * np.pi * spacing ** 3 / 3
                 - face_sum * np.pi * spacing ** 4 / 2
                 + size.sum() * 8 * spacing ** 5 / 15
                 - spacing ** 6 / 6)
spaced_variance = mean_number - density ** 2 * pair_integral
spaced_ratio = spaced_variance / mean_number
spaced_relative = np.sqrt(spaced_variance) / mean_number
for attempt in range(30):
    tree = cKDTree(positions, boxsize=block)
    pairs = tree.query_pairs(spacing, output_type='ndarray')
    if len(pairs) == 0:
        break
    moved = np.unique(pairs[:, 1])
    positions[moved] = rng.random((len(moved), 3)) * block
assert len(pairs) == 0
spaced_counts = count_in_cells(positions)
sampled_ratio = spaced_counts.var() / spaced_counts.mean()
# Sampling error is about 0.006; higher orders in density add a few 0.001.
assert abs(sampled_ratio - spaced_ratio) < 0.02
assert sampled_ratio < 0.98

# Interface charge on the four side walls, for comparison with the donors.
interface_cm2 = 1e12
wall_area = 2 * (size[0] + size[1]) * size[2]
interface_number = interface_cm2 * per_cm2_to_per_nm2 * wall_area

print(f"section sides: {size[0]:.1f} and {size[1]:.1f} nm")
print(f"length: {size[2]:.1f} nm")
print(f"doping: {doping_cm3:.1e} cm^-3")
print(f"doping, converted: {density:.3f} nm^-3")
print(f"volume: {volume:.1f} nm^3")
print(f"mean donor number: {mean_number:.3f}")
print(f"standard deviation: {sigma:.3f} donors")
print(f"relative fluctuation: {100 * relative:.2f} %")
print(f"cells in random block: {cell_total}")
print(f"sampled relative fluctuation: {100 * sampled_relative:.2f} %")
print(f"doubled lengths, formula: {100 * double_relative:.2f} %")
print(f"doubled lengths, sampled: {100 * merged_relative:.2f} %")
print(f"site density (rough): {site_density_cm3:.1e} cm^-3")
print(f"lattice sites: {site_number}")
print(f"site filling probability: {filling:.4f}")
print(f"lattice relative fluctuation: {100 * lattice_relative:.2f} %")
print(f"lattice-Poisson distance: {lattice_distance:.2e}")
print(f"probability of 6 to 10 donors: {100 * middle_probability:.1f} %")
print(f"probability of 3 to 14 donors: {100 * wide_probability:.1f} %")
print(f"probability of no donor: {empty_probability:.2e}")
print(f"empty per 1e9 extensions: {1e9 * empty_probability:.2e}")
print(f"roll-off decay length: {decay:.1f} nm")
print(f"roll-off region length: {tail:.1f} nm")
print(f"roll-off mean number: {graded_mean:.2f}")
print(f"roll-off relative fluctuation: {100 * graded_relative:.1f} %")
print(f"active fraction: {100 * active_fraction:.0f} %")
print(f"active mean number: {active_mean:.2f}")
print(f"active relative fluctuation: {100 * active_relative:.1f} %")
print(f"roll-off and activation, mean: {combined_mean:.2f}")
print(f"roll-off and activation, relative: {100 * combined_relative:.1f} %")
print(f"side standard deviation: {size_sigma[0]:.1f} nm")
print(f"length standard deviation: {size_sigma[2]:.1f} nm")
print(f"relative volume spread: {100 * volume_spread:.1f} %")
print(f"relative fluctuation with size: {100 * varied_relative:.1f} %")
print(f"minimum donor spacing: {spacing:.1f} nm")
print(f"pair integral: {pair_integral:.2f} nm^6")
print(f"spaced variance/mean, formula: {spaced_ratio:.3f}")
print(f"spaced variance/mean, sampled: {sampled_ratio:.3f}")
print(f"spaced relative fluctuation: {100 * spaced_relative:.1f} %")
print(f"interface charge density: {interface_cm2:.1e} cm^-2")
print(f"side-wall area: {wall_area:.1f} nm^2")
print(f"interface charges on walls: {interface_number:.2f}")
print("verified")
```

Output:

```
section sides: 4.0 and 4.0 nm
length: 5.0 nm
doping: 1.0e+20 cm^-3
doping, converted: 0.100 nm^-3
volume: 80.0 nm^3
mean donor number: 8.000
standard deviation: 2.828 donors
relative fluctuation: 35.36 %
cells in random block: 64000
sampled relative fluctuation: 35.61 %
doubled lengths, formula: 12.50 %
doubled lengths, sampled: 12.58 %
site density (rough): 5.0e+22 cm^-3
lattice sites: 4000
site filling probability: 0.0020
lattice relative fluctuation: 35.32 %
lattice-Poisson distance: 4.92e-04
probability of 6 to 10 donors: 62.5 %
probability of 3 to 14 donors: 96.9 %
probability of no donor: 3.35e-04
empty per 1e9 extensions: 3.35e+05
roll-off decay length: 1.0 nm
roll-off region length: 2.0 nm
roll-off mean number: 6.18
roll-off relative fluctuation: 40.2 %
active fraction: 70 %
active mean number: 5.60
active relative fluctuation: 42.3 %
roll-off and activation, mean: 4.33
roll-off and activation, relative: 48.1 %
side standard deviation: 0.3 nm
length standard deviation: 0.5 nm
relative volume spread: 14.6 %
relative fluctuation with size: 38.3 %
minimum donor spacing: 0.5 nm
pair integral: 36.60 nm^6
spaced variance/mean, formula: 0.954
spaced variance/mean, sampled: 0.968
spaced relative fluctuation: 34.5 %
interface charge density: 1.0e+12 cm^-2
side-wall area: 80.0 nm^2
interface charges on walls: 0.80
verified
```
